\section*{Choosing the number of wall rings for molecular flow through a tube}

\section{What symmetry fixes before any calculation}

A cylindrical tube of radius $R$ and length $L$ joins a gas reservoir at $x=0$ to a vacuum at $x=L$. The gas is so thin that molecules meet the wall but not each other. The reservoir sends a flux $J_0$ (molecules per area and time) uniformly through the inlet, with the cosine distribution of directions. Every molecule that hits the wall leaves it again from the same place, also with the cosine distribution. The flow is steady. We want the transmission probability $W$, the fraction of entering molecules that leave through the outlet.

Under these assumptions a path is a chain of straight lines whose directions do not depend on speed, mass or temperature. The lengths available are $R$ and $L$, and $W$ has no dimension, so
\begin{equation}
W=W(L/R).
\end{equation}
For length equal to diameter, $L=2R$, it is therefore one number, which will turn out to be $0.514$.

Write the wall collision rate per area as $J_0h(x)$. If equal reservoirs stood at both ends, the tube would hold gas in equilibrium and the wall would receive $J_0$ everywhere. Since molecules do not interact, this state is the sum of the flows from the two ends, and these are mirror images:
\begin{equation}
h(x)+h(L-x)=1. \label{mirror}
\end{equation}
Hence $\int_0^Lh\,dx=L/2$, and the mean number of wall hits per entering molecule is
\begin{equation}
\frac{1}{\pi R^2J_0}\int_0^L2\pi R\,J_0h\,dx=\frac{L}{R}.
\end{equation}
The mean path follows likewise. With both reservoirs present, number density $n$ and mean speed $\bar v$, the molecules in the tube cover a total path $n\bar v\,\pi R^2L$ per unit time. They enter at the rate $2(n\bar v/4)\pi R^2$. The ratio is a mean path $2L$ per molecule, the same for either end by symmetry.

\section{The setting and its meaning}

To find $h$ numerically, the wall is divided into $N$ rings. The setting to choose is $N$. Electronic-structure programs offer a setting of the same kind when a continuum solvent model divides the surface of a molecular cavity into elements: an integral equation on a surface becomes a finite linear system. The error law below belongs to the tube and its kernel and should not be carried over to a cavity.

Physically, the approximation is that each ring re-emits its molecules evenly along its own width. Flights between rings are treated without further approximation. The ingredients are the probabilities of those flights.

\section{Flight probabilities from one function}

A diffuse surface emitting flux $J$ sends $J\cos\theta/\pi$ per area into unit solid angle. An element $dA'$ at distance $r$ fills the solid angle $\cos\theta'\,dA'/r^2$, so a molecule reaches it with probability
\begin{equation}
\frac{\cos\theta\cos\theta'}{\pi r^2}\,dA'. \label{cosine}
\end{equation}
Inside a sphere of radius $a$, a chord makes equal angles with both normals and $r=2a\cos\theta$. The probability becomes $dA'/(4\pi a^2)$, independent of position.

Let $F(x)$ be the probability that a molecule from a disc of radius $R$ passes through an equal coaxial disc at distance $x$. Both rims lie on a sphere with $a^2=R^2+x^2/4$. Behind each disc is a cap of height $a-x/2$ and area $2\pi a(a-x/2)$. If one cap emits flux $J$, the other receives
\begin{equation}
J\,\frac{[2\pi a(a-x/2)]^2}{4\pi a^2}=\pi J(a-x/2)^2 .
\end{equation}
Each ray between the caps crosses both discs, and each ray from disc to disc, extended both ways, ends on the caps. Intensity is constant along a free ray, so this is also the rate from disc to disc when the first disc emits $J$. Division by $\pi R^2J$, with $q=\sqrt{x^2+4R^2}=2a$, gives
\begin{equation}
F(x)=\frac{(q-x)^2}{4R^2}. \label{F}
\end{equation}

Molecules that pass the disc at $x$ but not the one at $x+dx$ hit the wall between them. Let $J_0s(x)$ be the rate per wall area of these first hits. Then $2\pi R\,dx\,s=-\pi R^2F'dx$. Using $q'=x/q$,
\begin{equation}
s(x)=-\frac R2F'(x)=\frac{(q-x)^2}{4Rq}
=\frac{x^2+2R^2}{2Rq}-\frac{x}{2R}. \label{s}
\end{equation}
Expression (\ref{cosine}) is symmetric between emitter and receiver. Hence $s(x)$ is also the probability that a molecule leaving the wall crosses a disc at distance $x$ on a given side.

Such a molecule lands between distances $u$ and $u+du$ on that side with probability $s(u)-s(u+du)=K(u)\,du$. Differentiating (\ref{s}),
\begin{align}
K(u)&=-s'(u)=\frac{1}{2R}-\frac{1}{2R}\left[\frac{2u}{q}-\frac{u(u^2+2R^2)}{q^3}\right]\nonumber\\
&=\frac{1}{2R}\left[1-\frac{u(u^2+6R^2)}{(u^2+4R^2)^{3/2}}\right],
\end{align}
where now $q=\sqrt{u^2+4R^2}$, and $2q^2-(u^2+2R^2)=u^2+6R^2$ was used.

\section{Clausing's equation}

The wall at $x$ receives molecules directly from the inlet and from the rest of the wall:
\begin{equation}
h(x)=s(x)+\int_0^LK(|x-x'|)\,h(x')\,dx'. \label{clausing}
\end{equation}
Transmission is direct passage plus emission from the wall through the outlet. A ring of width $dx$ emits $2\pi R\,dx\,J_0h$, of which the fraction $s(L-x)$ leaves. Dividing by $\pi R^2J_0$,
\begin{equation}
W=F(L)+\frac2R\int_0^Lh(x)\,s(L-x)\,dx. \label{W}
\end{equation}
Since $K=-s'$ and $s(0)=1/2$, integration on both sides of $x$ gives
\begin{equation}
\int_0^LK(|x-x'|)\,dx'=1-s(x)-s(L-x). \label{balance}
\end{equation}
A molecule leaving the wall thus hits the wall again or leaves through one end. Equation (\ref{balance}) also confirms that $h=1$ solves the problem with two equal reservoirs, which was the basis of (\ref{mirror}).

\section{The ring equations}

Let $\Delta=L/N$, $F_m=F(m\Delta)$, and let $h_i$ be the constant rate on ring $i$, which covers $(i-1)\Delta<x<i\Delta$. Average (\ref{clausing}) over ring $i$. The source becomes
\begin{equation}
s_i=\frac1\Delta\int_{(i-1)\Delta}^{i\Delta}\left(-\frac R2F'\right)dx=\frac{R}{2\Delta}(F_{i-1}-F_i).
\end{equation}
For a ring $m\ge1$ places away, the integral of $K$ over the receiving ring is the difference of $s$ at its near and far edges. Averaging over the emitting ring turns these into $(R/2\Delta)(F_{m-1}-F_m)$ and $(R/2\Delta)(F_m-F_{m+1})$, so
\begin{equation}
P_m=\frac{R}{2\Delta}(F_{m-1}-2F_m+F_{m+1}).
\end{equation}
For the ring itself, (\ref{balance}) applied to a tube of length $\Delta$ gives one minus two equal losses:
\begin{equation}
P_0=1-\frac R\Delta(1-F_1).
\end{equation}
The same integration of $s(L-x)$ in (\ref{W}) completes the method:
\begin{align}
h_i&=s_i+\sum_{j=1}^NP_{|i-j|}h_j,\label{rings}\\
W_N&=F_N+\sum_{i=1}^Nh_i\,(F_{N-i}-F_{N-i+1}).\label{WN}
\end{align}
The procedure is to tabulate $F_0,\dots,F_N$, solve (\ref{rings}), and sum (\ref{WN}).

With one ring, $h_1=s_1/(1-P_0)=1/2$ and $W_1=[1+F(L)]/2$. For $L=2R$, $F(L)=0.171573$ and $W_1=0.585786$.

With two rings, $\Delta=R$ and $F_1=0.381966$. Then $s_1=0.309017$, $P_0=0.381966$ and $P_1=0.203820$. Putting $h_2=1-h_1$ into the first equation,
\begin{equation}
h_1=\frac{s_1+P_1}{1-P_0+P_1}=\frac{0.512837}{0.821854}=0.6240,
\end{equation}
and
\begin{equation}
W_2=0.171573+0.6240(0.210393)+0.3760(0.618034)=0.5352 .
\end{equation}

\section{Why the result approaches from above}

Write $(f,g)=\int_0^Lfg\,dx$ and $(Af)(x)=f(x)-\int_0^LK(|x-x'|)f(x')\,dx'$. Let $p(x)=s(x)+s(L-x)$ and $v(x)=s(x)-s(L-x)$. By (\ref{balance}), $A1=p$. Expanding the square below and using (\ref{balance}) again shows
\begin{equation}
(f,Af)=\frac12\iint K\,[f(x)-f(x')]^2dx\,dx'+\int pf^2dx>0
\end{equation}
for any nonzero $f$, because $K\ge0$ and $p>0$. So $A$ is symmetric and positive, and the solution is unique.

Define $g$ by $Ag=v$. Since $s=(p+v)/2$, we have $h=(1+g)/2$. In (\ref{W}), $s(L-x)=(p-v)/2$. The terms $(p,g)$ and $(v,1)$ vanish because $p$ is even and $g,v$ are odd about the middle. Thus
\begin{equation}
W=F(L)+\frac{1}{2R}\left[(p,1)-(v,g)\right]. \label{split}
\end{equation}
The ring equations require $(f,Ah_N)=(f,s)$ for every $f$ constant on each ring. The constant 1 is such a function, so $h_N=(1+g_N)/2$ and (\ref{split}) holds for $W_N$ with $g_N$ in place of $g$. The error $e=g-g_N$ obeys $(f,Ae)=0$ for all ring functions, including $g_N$. Therefore
\begin{equation}
W_N-W=\frac{(v,e)}{2R}=\frac{(g,Ae)}{2R}=\frac{(e,Ae)}{2R}\ge0. \label{bound}
\end{equation}
Each $W_N$ is an upper bound in exact arithmetic. For any other ring function $f$, $(g-f,A(g-f))$ exceeds $(e,Ae)$ by $(g_N-f,A(g_N-f))$, so $g_N$ is the best choice. Subdividing existing rings enlarges the choice and cannot raise the bound.

\section{How many rings}

For small $\Delta$, $g$ is nearly straight within a ring, and $e\simeq g'(x)(x-c_i)$ with $c_i$ the ring's centre. Since $\int(x-c_i)^2dx=\Delta^3/12$ over a ring, $(e,e)\simeq(\Delta^2/12)\int g'^2dx$. The kernel part of $(e,Ae)$ is of order $\Delta^4$: $e$ averages to zero on each ring at this order, so a kernel that is smooth apart from its kink at zero distance nearly cancels it. With $g'=2h'$, (\ref{bound}) becomes
\begin{equation}
W_N-W\simeq\frac{\Delta^2}{6R}\int_0^Lh'^2dx. \label{error}
\end{equation}
For $L=2R$ the computed value is $R\int h'^2dx=0.13276$. Inserting $\Delta=2R/N$,
\begin{equation}
W_N-W\simeq\frac{4}{6N^2}(0.13276)=\frac{0.0885}{N^2}. \label{rule}
\end{equation}
At $N=32$ this predicts $8.643\times10^{-5}$; the error found is $8.642\times10^{-5}$, relative to a separate solution of (\ref{clausing}) at 300 Gauss points. That solution gives
\begin{equation}
W=0.514231\qquad(L=2R).
\end{equation}

To obtain $0.514$ by rounding, $W_N$ must lie below $0.5145$, which leaves room for an error of $0.000269$. Rule (\ref{rule}) asks for $N\ge\sqrt{0.0885/0.000269}=18.1$, hence 19 rings, and 19 is the smallest number found by trying each $N$.

Two coarse runs can replace one fine run, provided their rings are already narrow enough for (\ref{error}) to hold. As the leading error then falls by four on doubling,
\begin{equation}
W\simeq\frac{4W_{2N}-W_N}{3},\qquad W_{2N}-W\simeq\frac{W_N-W_{2N}}{3}.
\end{equation}
From $W_8=0.515609$ and $W_{16}=0.514576$ the first formula gives $0.514232$. The second estimates the error of $W_{16}$ as $0.00034$. The extrapolated value is no longer guaranteed to be an upper bound.

For $L=2R$ the linear system itself is harmless. For $N=64$ the lowest eigenvalue of the matrix in (\ref{rings}), identity minus $P$, is $0.406$. The entries of $P$ are nonnegative, so its largest eigenvalue in magnitude is $1-0.406=0.594$. Repeated substitution into (\ref{rings}), which adds one wall hit per sweep, therefore multiplies the error by about $0.594$ per sweep in the long run from a general start such as $h=0$; the start $h=1/2$ leaves only an odd error, which falls faster. In long tubes the factor approaches 1: with $\Delta=R/4$ it is $0.978$ at $L=20R$ and $0.9988$ at $L=100R$, so there the system is better solved directly.

\section{Long and short tubes}

In a long tube, $L\gg R$, $h$ varies slowly. The net flow through a cross-section comes from wall emission on its two sides:
\begin{equation}
2\pi RJ_0\int_0^\infty[h(x-u)-h(x+u)]s(u)\,du\simeq-4\pi RJ_0h'\int_0^\infty us\,du.
\end{equation}
Integration by parts gives $\int us\,du=(R/2)\int F\,du$. With $u=2R\sinh t$, $F=e^{-2t}$ and
\begin{equation}
\int_0^\infty F\,du=R\int_0^\infty(e^{-t}+e^{-3t})\,dt=\frac{4R}{3}.
\end{equation}
So $\int us\,du=2R^2/3$. Constant flow requires constant $h'$, and $h$ falls from near 1 to near 0, so $h'\simeq-1/L$. Dividing the flow by $\pi R^2J_0$ gives, at leading order,
\begin{equation}
W\simeq\frac{8R}{3L}.
\end{equation}
At $L=2R$ this would be $1.33$, an impossible probability, so the long-tube law cannot replace the integral equation there. The approach to the law is slow: it gives $0.267$ against $0.191$ at $L=10R$, and $0.0267$ against $0.0253$ at $L=100R$.

The same slope in (\ref{error}) gives an error $\Delta^2/(6RL)$. Relative to $W$ it is $(\Delta/R)^2/16$. In long tubes the ring width must therefore be chosen as a fraction of the radius, not of the length: $\Delta=R/4$ gives about $0.4\%$ of $W$. Doubling $L$ at fixed relative error doubles $N$.

For $L\ll R$, $s$ and $h$ are both near $1/2$ and $F(L)\simeq1-L/R$. Equation (\ref{W}) gives $W\simeq1-L/R+L/(2R)=1-L/(2R)$. Here $h'\simeq s'\simeq-1/(2R)$, and (\ref{error}) gives an error $L^3/(24R^3N^2)$. One ring is then adequate: at $L=0.2R$ its estimated error is $0.0003$.

\section{Reading the wall rates}

For $L=2R$, tracing two million random molecules gives $W=0.5139\pm0.0004$, one standard error, in agreement with $0.5142$. The mean number of wall hits is $2.002$ and the mean path is $2.002L$; symmetry gives 2 and $2L$.

The mean of $h$ in successive quarters of the tube is $0.694$, $0.565$, $0.435$ and $0.306$ from the rings. The traced molecules give $0.695$, $0.567$, $0.435$ and $0.305$. Close to the ends $h$ is $0.758$ and $0.242$, not 1 and 0. Wall at the inlet edge receives half of the equilibrium rate from the reservoir, $s(0)=1/2$; the rest comes from wall that is itself hit less often than in equilibrium. Of all entering molecules, a fraction $0.172$ passes straight through, and a fraction $0.343$ leaves through the outlet after hitting the wall. Direct passage is thus about one third of the transmission.

\section{A gallium effusion cell}

Take an outlet tube with $L=2R=5$ mm on a cell holding gallium vapour at $1100$ K and $10^{-4}$ Torr ($0.01333$ Pa). The pressure is a rough typical value for this temperature. The inlet flux is $n\bar v/4$ with $n=p/(kT)$ and $\bar v=\sqrt{8kT/(\pi m)}=578$ m/s, hence
\begin{equation}
J_0=\frac{p}{\sqrt{2\pi mkT}}=1.268\times10^{20}\ \mathrm{m^{-2}s^{-1}}.
\end{equation}
Multiplication by $\pi R^2$ gives $2.49\times10^{15}$ atoms entering per second. Of these, $0.514\times2.49\times10^{15}=1.28\times10^{15}$ leave, or about $0.5$ mg/h. The wall receives $8.8\times10^{19}$ atoms per m$^2$ and second in the first quarter and $3.9\times10^{19}$ in the last.

At the same pressure and the same $L/R$, the emitted rate grows as $R^2$ as long as the flight stays free. With a rough atomic diameter of $0.4$ nm the mean free path is $1.6$ m, 320 tube diameters. A path $2L$ at full reservoir density then means about $0.006$ gas collisions per atom, so free flight is a good assumption. The wall matters more. The value $0.514$ assumes a tube hot enough for gallium to leave the wall again; at a cool cell mouth it can condense, and much less gets through. If $1\%$ of atoms were lost at each hit, $W$ would fall to $0.505$, by $1.7\%$. If $5\%$ of the hits were mirror-like, $W$ would rise by $0.016$, or $3\%$. Two further effects change the emitted rate but not $W$, as long as the inlet flux stays uniform with the cosine distribution. A melt $25$ mm across, evaporating with unit coefficient, must replace what escapes. If the flux is taken to be the same everywhere in the cell, the saturation flux minus the returning flux $J_0$, times the melt area, equals $WJ_0$ times the outlet area. With outlet-to-melt area ratio $0.04$, the pressure is then lower than saturation by $1-1/(1+0.04W)=2.0\%$. This is only a rough size: in so thin a gas the flux varies within the cell, and the deficit at the outlet is smaller in a shallow cell and larger in a deep one. And for $p\propto e^{-E/kT}$ with a rough $E=2.7$ eV, the pressure changes by $E/(kT^2)=2.6\%$ per kelvin.

These figures guide the setting for this cell. Eight rings leave an error of $0.0014$, or $0.3\%$ of $W$, well below the effect of the wall loss or mirror reflection assumed above. A single run without extrapolation needs nineteen rings to give $0.514$ for the ideal tube; if the real wall departs from the ideal one by about the assumed amounts, and this is not corrected for, the extra rings add no useful accuracy for the real cell. The full sequence of ring results is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
tube length = diameter: 5.0 mm
F at x = R: 0.381966
F at x = 2R: 0.171573
N=2 sources s1, s2: 0.309017, 0.105197
N=2 exchange P0, P1: 0.381966, 0.203820
N=2 rates h1, h2: 0.624000, 0.376000
W_N, N=1: 0.585786
W_N, N=2: 0.535239
W_N, N=4: 0.519692
W_N, N=8: 0.515609
W_N, N=16: 0.514576
W_N, N=32: 0.514317
W_N, N=64: 0.514252
W_N, N=128: 0.514236
W_N, N=256: 0.514232
smallest N rounding to 0.514: 19
W extrapolated from N=8,16: 0.514232
W extrapolated from N=128,256: 0.514231
W from 300 Gauss nodes: 0.514231
R * integral of h'^2: 0.13276
N=32 error, actual: 8.642e-05
N=32 error, predicted: 8.643e-05
lowest eigenvalue of 1-P, N=64: 0.4060
random molecules traced: 2000000
W random: 0.51394 +- 0.00035
h in quarter 1, rings / random: 0.6943 / 0.6950
h in quarter 2, rings / random: 0.5651 / 0.5667
h in quarter 3, rings / random: 0.4349 / 0.4349
h in quarter 4, rings / random: 0.3057 / 0.3050
h at first and last Gauss node: 0.7576, 0.2424
mean wall hits per molecule, random: 2.0017
mean path / L, random: 2.0017
direct passage without wall hit: 0.1716
Ga temperature: 1100 K
Ga pressure (rough): 1.0e-04 Torr
Ga pressure in SI: 0.01333 Pa
Ga atomic weight: 69.723 u
Ga mean speed: 578.0 m/s
inlet flux J0: 1.2684e+20 1/(m2 s)
wall rate, first quarter: 8.807e+19 1/(m2 s)
wall rate, last quarter: 3.877e+19 1/(m2 s)
atoms entering: 2.4905e+15 1/s
atoms leaving: 1.2807e+15 1/s
mass leaving: 0.5338 mg/h
collision diameter (rough): 0.4 nm
mean free path: 1.602 m
Knudsen number, path/diameter: 320
gas collisions per atom, 2L/path: 0.00624
W with 1% loss per wall hit: 0.50527
W change, 5% mirror reflection: +0.0160 +- 0.0004
melt diameter: 25 mm
pressure drop over melt: 2.02 %
evaporation energy (rough): 2.7 eV
vapour pressure change: 2.6 % per K
\end{verbatim}
